# RPA forces and dipoles from LDA orbitals need the relaxed density: test program

```python
# Result under test (closed shell, Hartree atomic units):
#   E = E_EXX[D] + E_c(direct RPA) + V_nn is built from the eigenpairs of a self-consistent
#   reference Fock matrix F (LDA or Hartree-Fock). For h -> h + lam*v in a fixed basis,
#   Tr(D v) with the input density D is the slope of the REFERENCE energy, while
#   dE/dlam = Tr[(D + dD) v] + dV_nn/dlam, dD = M + chi0 K dD, M = dE/dF,
#   (chi0 X)_ia = -2 X_ia/(e_a - e_i), K = dF/dD.
# Symbols: i,j,k occupied, a,b,c virtual, gap = e_a - e_i, V = (ia|jb), W = dEc/dgap,
#   Gam = dEc/dV, g = orbital-rotation gradient, Z = dD - M, force = -dE/dR on the H nucleus.
# System: hydrogen fluoride, F at origin, H at z = R, cc-pVTZ, all electrons, LDA = Slater+VWN5.
import numpy as np
from scipy.constants import physical_constants as pc, c as c_light
from pyscf import gto, scf, dft, ao2mo

R0, ZF, NO = 1.75, 9.0, 5
EV_A = pc['Hartree energy in eV'][0] / (pc['Bohr radius'][0] * 1e10)
ANG = pc['Bohr radius'][0] * 1e10
DEBYE = pc['atomic unit of electric dipole mom.'][0] * c_light / 1e-21


class System:
    def __init__(s, r_basis):
        s.mol = gto.M(atom=[['F', (0, 0, 0)], ['H', (0, 0, r_basis)]], unit='Bohr',
                      basis='cc-pvtz', verbose=0)
        s.n = n = s.mol.nao
        s.S, s.T = s.mol.intor('int1e_ovlp'), s.mol.intor('int1e_kin')
        s.z = s.mol.intor('int1e_r')[2]
        w, u = np.linalg.eigh(s.S)
        s.X = (u / np.sqrt(w)) @ u.T
        s.eri = np.ascontiguousarray(ao2mo.restore(1, s.mol.intor('int2e', aosym='s8'), n))
        s.ej = s.eri.reshape(n * n, n * n)
        s.ek = np.ascontiguousarray(s.eri.transpose(0, 2, 1, 3)).reshape(n * n, n * n)
        g = dft.gen_grid.Grids(s.mol)
        g.atom_grid = (50, 194)
        g.build()
        s.w, s.ao = g.weights, dft.numint.eval_ao(s.mol, g.coords)

    def rinv(s, zpos, name='int1e_rinv'):
        with s.mol.with_rinv_origin((0.0, 0.0, zpos)):
            return s.mol.intor(name)

    def hcore(s, r_nuc, field=0.0):
        return s.T - ZF * s.rinv(0.0) - s.rinv(r_nuc) + field * s.z

    def J(s, D):
        return (s.ej @ D.ravel()).reshape(s.n, s.n)

    def Kx(s, D):
        return (s.ek @ D.ravel()).reshape(s.n, s.n)

    def rho(s, D):
        return ((s.ao @ D) * s.ao).sum(axis=1)

    def xc(s, D, deriv=1):
        r = np.maximum(s.rho(D), 0.0)
        out = dft.libxc.eval_xc('lda,vwn', r, spin=0, deriv=deriv)
        fxc = np.ravel(out[2][0]) if deriv > 1 else None
        return np.dot(s.w * r, np.ravel(out[0])), np.ravel(out[1][0]), fxc

    def local(s, pot):
        return s.ao.T @ (s.ao * (s.w * pot)[:, None])

    def diag(s, F):
        e, u = np.linalg.eigh(s.X @ F @ s.X)
        C = s.X @ u
        return e, C, 2 * C[:, :NO] @ C[:, :NO].T

    def scf(s, h, ref, D):
        Fs, Es = [], []
        for _ in range(80):
            F = h + s.J(D) + (s.local(s.xc(D)[1]) if ref == 'lda' else -0.5 * s.Kx(D))
            err = (s.X @ (F @ D @ s.S - s.S @ D @ F) @ s.X).ravel()
            if abs(err).max() < 1e-10:
                return F
            Fs, Es = (Fs + [F])[-8:], (Es + [err])[-8:]
            if len(Fs) > 1:
                d = np.array([e - err for e in Es[:-1]]).T
                nr = np.linalg.norm(d, axis=0) + 1e-300
                cf = np.linalg.lstsq(d / nr, -err, rcond=1e-10)[0] / nr
                F = F + sum(ck * (Fk - Fs[-1]) for ck, Fk in zip(cf, Fs[:-1]))
            D = s.diag(F)[2]
        raise RuntimeError('SCF not converged')

    def pairs(s, e, C):
        n = s.n
        a = (s.eri.reshape(n ** 3, n) @ C[:, :NO]).reshape(n, n, n, NO)
        L = np.einsum('pqrj,rb->pqjb', a, C[:, NO:], optimize=True)
        L = np.einsum('pqjb,px->xqjb', L, C, optimize=True)
        L = np.einsum('xqjb,qy->xyjb', L, C, optimize=True)
        gap = (e[None, NO:] - e[:NO, None]).ravel()
        return a, L, gap, L[:NO, NO:].reshape(gap.size, gap.size)

    def energies(s, h, F, vnn):
        """[E_LDA, E_EXX, E_c] for the orbitals and eigenvalues of the matrix F."""
        e, C, D = s.diag(F)
        base = np.sum(D * h) + 0.5 * np.sum(D * s.J(D)) + vnn
        gap, V = s.pairs(e, C)[2:]
        sq = np.sqrt(gap)
        om = np.sqrt(np.linalg.eigvalsh(sq[:, None] * (np.diag(gap) + 4 * V) * sq[None, :]))
        ec = 0.5 * om.sum() - 0.5 * gap.sum() - np.trace(V)
        return np.array([base + s.xc(D)[0], base - 0.25 * np.sum(D * s.Kx(D)), ec])

    def run(s, ref, D, r_nuc, field=0.0):
        h = s.hcore(r_nuc, field)
        return s.energies(h, s.scf(h, ref, D), ZF / r_nuc - field * r_nuc)

    def relaxed(s, h, F, ref):
        """Analytic pieces of dD; MO-basis M and AO-basis densities."""
        e, C, D = s.diag(F)
        n, nv = s.n, s.n - NO
        a, L, gap, V = s.pairs(e, C)
        sq = np.sqrt(gap)
        o2, T = np.linalg.eigh(sq[:, None] * (np.diag(gap) + 4 * V) * sq[None, :])
        om = np.sqrt(o2)
        xpy, xmy = sq[:, None] * T / np.sqrt(om), T * np.sqrt(om) / sq[:, None]
        one = np.eye(gap.size)
        W = ((xpy @ xpy.T + xmy @ xmy.T) / 4 - one / 2).reshape(NO, nv, NO, nv)
        Gam = (xpy @ xpy.T - one).reshape(NO, nv, NO, nv)
        gc = (2 * np.einsum('icjb,acjb->ia', Gam, L[NO:, NO:], optimize=True)
              - 2 * np.einsum('kajb,kijb->ia', Gam, L[:NO, :NO], optimize=True))
        gx = 4 * (C.T @ (h + s.J(D) - 0.5 * s.Kx(D)) @ C)[:NO, NO:]

        def sym(ov):
            m = np.zeros((n, n))
            m[:NO, NO:] = ov.reshape(NO, nv)
            return m + m.T
        Md = np.zeros((n, n))
        Md[:NO, :NO] = -np.einsum('iaja->ij', W)
        Md[NO:, NO:] = np.einsum('iaib->ab', W)
        Mx, Mc = sym(-gx.ravel() / (2 * gap)), sym(-gc.ravel() / (2 * gap))
        if ref == 'lda':
            fxc = s.xc(D, 2)[2]
            mo = s.ao @ C
            P = (mo[:, :NO, None] * mo[:, None, NO:]).reshape(-1, gap.size)
            Kov = 2 * (V + P.T @ (P * (s.w * fxc)[:, None]))
            kern = lambda X: s.J(X) + s.local(fxc * s.rho(X))
        else:
            oovv = np.einsum('pqrj,ri,pa,qb->iajb', a, C[:, :NO], C[:, NO:], C[:, NO:],
                             optimize=True)
            ibja = V.reshape(NO, nv, NO, nv).transpose(0, 3, 2, 1)
            Kov = 2 * V - 0.5 * (oovv + ibja).reshape(gap.size, gap.size)
            kern = lambda X: s.J(X) - 0.5 * s.Kx(X)
        to_ao = lambda m: C @ m @ C.T

        def zvec(m):
            rhs = -2 * (C.T @ kern(to_ao(m)) @ C)[:NO, NO:].ravel()
            return to_ao(sym(np.linalg.solve(np.diag(gap) + 2 * Kov, rhs)))
        return dict(D=D, C=C, e=e, gap=gap, V=V, gx=gx, gc=gc, Mx_mo=Mx, Mc_mo=Mc + Md,
                    Mx=to_ao(Mx), Mc=to_ao(Mc), Md=to_ao(Md), Zx=zvec(Mx), Zc=zvec(Mc + Md),
                    moved=np.trace(Md[NO:, NO:]))


def slope(f, h):
    return (-f(2 * h) + 8 * f(h) - 8 * f(-h) + f(-2 * h)) / (12 * h)


def show(label, val, unit, nd=6):
    print(f'{label}: {val:.{nd}f} {unit}')


s0 = System(R0)
h0 = s0.hcore(R0)
assert abs(h0 - s0.T - s0.mol.intor('int1e_nuc')).max() < 1e-10
F0 = s0.scf(h0, 'lda', np.asarray(scf.hf.init_guess_by_minao(s0.mol)))
r = s0.relaxed(h0, F0, 'lda')
D0, C0 = r['D'], r['C']
E0 = s0.energies(h0, F0, ZF / R0)
assert abs(np.dot(s0.w, s0.rho(D0)) - 2 * NO) < 2e-4

# plasmon sum against imaginary-frequency quadrature
xg, wg = np.polynomial.legendre.leggauss(50)
ec_w = 0.0
for x, wt in zip(xg, wg):
    om = 2 * (1 + x) / (1 - x)
    sv = np.sqrt(4 * r['gap'] / (r['gap'] ** 2 + om ** 2))
    Pi = sv[:, None] * r['V'] * sv[None, :]
    ec_w += wt * 4 / (1 - x) ** 2 * (np.linalg.slogdet(np.eye(sv.size) + Pi)[1] - np.trace(Pi))
ec_w /= 2 * np.pi
assert abs(ec_w - E0[2]) < 1e-7

# stationarity probe: change F along a random unit-norm direction, h fixed, no SCF
Xr = np.random.default_rng(1).normal(size=(s0.n, s0.n))
Xr = Xr + Xr.T
Xr /= np.linalg.norm(Xr, 2)
Xao = s0.S @ C0 @ Xr @ C0.T @ s0.S
probe = slope(lambda t: s0.energies(h0, F0 + t * Xao, ZF / R0), 1e-3)
assert abs(probe[0]) < 1e-7
assert abs(probe[1] - np.sum(r['Mx_mo'] * Xr)) < 1e-7
assert abs(probe[2] - np.sum(r['Mc_mo'] * Xr)) < 1e-7
assert np.linalg.norm(r['gx']) > 1e-2 and np.linalg.norm(r['gc']) > 1e-2

# force on H, nucleus moved through a fixed basis and grid
ip = s0.rinv(R0, 'int1e_iprinv')[2]
vR = -(ip + ip.T)
tr = lambda A, B: float(np.sum(A * B))
f_in = -(tr(D0, vR) - ZF / R0 ** 2)
part = {k: -tr(r[k], vR) for k in ('Mx', 'Zx', 'Md', 'Mc', 'Zc')}
f_x, f_c = part['Mx'] + part['Zx'], part['Md'] + part['Mc'] + part['Zc']
fd = -slope(lambda t: s0.run('lda', D0, R0 + t), 2e-3)
assert abs(fd[0] - f_in) < 1e-6
assert abs(fd[1] - (f_in + f_x)) < 1e-6 and abs(fd[2] - f_c) < 1e-6
assert abs(fd[1] + fd[2] - f_in) > 1e-4
assert abs(part['Zx'] + part['Zc']) > 1e-5

# dipole moment mu = -dE/dfield
mu_in = R0 - tr(D0, s0.z)
mu_x, mu_c = -tr(r['Mx'] + r['Zx'], s0.z), -tr(r['Md'] + r['Mc'] + r['Zc'], s0.z)
md = -slope(lambda t: s0.run('lda', D0, R0, t), 1e-3)
assert abs(md[0] - mu_in) < 2e-6
assert abs(md[1] - (mu_in + mu_x)) < 2e-6 and abs(md[2] - mu_c) < 2e-6
assert abs(md[1] + md[2] - mu_in) > 1e-4

# Hartree-Fock input orbitals
FH = s0.scf(h0, 'hf', D0)
q = s0.relaxed(h0, FH, 'hf')
fh_in = -(tr(q['D'], vR) - ZF / R0 ** 2)
fh_c = -tr(q['Md'] + q['Mc'] + q['Zc'], vR)
fdh = -slope(lambda t: s0.run('hf', q['D'], R0 + t), 2e-3)
assert np.linalg.norm(q['gx']) < 1e-8
assert abs(fdh[1] - fh_in) < 1e-6 and abs(fdh[2] - fh_c) < 1e-6 and abs(fh_c) > 1e-4

# basis and grid moving with the nucleus; two-point differences carry an O(h^2) error
hs, hb = 5e-4, 0.03
both, basis_only = {}, {}
for t in (hs, -hs, hb, -hb):
    st = System(R0 + t)
    both[t] = st.run('lda', D0, R0 + t)
    if abs(t) == hs:
        basis_only[t] = st.run('lda', D0, R0)
f_mov = -(both[hs] - both[-hs]) / (2 * hs)
f_pul = -(basis_only[hs] - basis_only[-hs]) / (2 * hs)
assert abs(f_mov - (fd + f_pul)).max() < 2e-5
pair = lambda v: np.array([v[0], v[1] + v[2]])
g1 = -pair(f_mov)
k2 = pair(both[hb] + both[-hb] - 2 * E0) / hb ** 2
c3 = 6 * (pair(both[hb] - both[-hb]) / 2 - g1 * hb) / hb ** 3
Re = R0 - 2 * g1 / (k2 + np.sqrt(k2 ** 2 - 2 * c3 * g1))
assert abs(g1[0] - g1[1]) > 5e-4 and abs(Re[0] - Re[1]) > 1e-3

u = 'Eh/bohr'
print(f'hydrogen fluoride, cc-pVTZ: {s0.n} AOs, {NO} occupied, {r["gap"].size} pairs, '
      f'{s0.w.size} grid points')
show('R', R0, 'bohr', 3)
show('LDA HOMO-LUMO gap', r['gap'].min(), 'Eh')
show('E_LDA', E0[0], 'Eh'); show('E_EXX', E0[1], 'Eh')
show('E_c plasmon', E0[2], 'Eh', 8); show('E_c quadrature', ec_w, 'Eh', 8)
show('E_RPA', E0[1] + E0[2], 'Eh')
show('norm g exchange', np.linalg.norm(r['gx']), 'Eh', 4)
show('norm g correlation', np.linalg.norm(r['gc']), 'Eh', 4)
show('Tr M_vv', r['moved'], 'electrons', 4)
print(f'probe slopes LDA, EXX, c: {probe[0]:.1e} {probe[1]:.6f} {probe[2]:.6f} (dimensionless)')
print('-- force on H, fixed basis, LDA input (steps 0.002 bohr) --')
show('nuclear repulsion part', ZF / R0 ** 2, u); show('electronic part, input D', -tr(D0, vR), u)
show('Hellmann-Feynman, input density', f_in, u); show('finite diff E_LDA', fd[0], u)
show('M ov exchange', part['Mx'], u); show('Z exchange', part['Zx'], u)
show('M oo+vv correlation', part['Md'], u); show('M ov correlation', part['Mc'], u)
show('Z correlation', part['Zc'], u)
show('exchange correction', f_x, u); show('correlation correction', f_c, u)
show('finite diff E_EXX', fd[1], u); show('finite diff E_c', fd[2], u)
show('RPA, relaxed density', f_in + f_x + f_c, u); show('RPA, finite diff', fd[1] + fd[2], u)
show('error of the belief', f_in - fd[1] - fd[2], u)
show('error of the belief', (f_in - fd[1] - fd[2]) * EV_A, 'eV/Angstrom', 4)
print('-- force on H, moving basis (step 0.0005 bohr) --')
show('Pulay LDA', pair(f_pul)[0], u, 5); show('Pulay RPA', pair(f_pul)[1], u, 5)
show('total LDA', -g1[0], u, 5); show('total RPA', -g1[1], u, 5)
show('LDA minus RPA', g1[1] - g1[0], u, 5)
show('LDA minus RPA', (g1[1] - g1[0]) * EV_A, 'eV/Angstrom', 3)
show('curvature LDA', k2[0], 'Eh/bohr^2', 3); show('curvature RPA', k2[1], 'Eh/bohr^2', 3)
show('cubic LDA', c3[0], 'Eh/bohr^3', 2); show('cubic RPA', c3[1], 'Eh/bohr^3', 2)
print(f'R_e LDA: {Re[0]:.3f} bohr = {Re[0] * ANG:.3f} Angstrom (fit points +-{hb} bohr)')
print(f'R_e RPA: {Re[1]:.3f} bohr = {Re[1] * ANG:.3f} Angstrom')
print('-- dipole, LDA input (field steps 0.001 au) --')
show('input density', mu_in, 'e bohr', 5); show('finite diff E_LDA', md[0], 'e bohr', 5)
show('exchange correction', mu_x, 'e bohr', 5); show('correlation correction', mu_c, 'e bohr', 5)
show('RPA relaxed', mu_in + mu_x + mu_c, 'e bohr', 5)
show('RPA finite diff', md[1] + md[2], 'e bohr', 5)
print(f'input vs RPA: {mu_in * DEBYE:.3f} D vs {(md[1] + md[2]) * DEBYE:.3f} D')
print('-- force on H, fixed basis, Hartree-Fock input --')
print(f'norm g exchange: {np.linalg.norm(q["gx"]):.0e} Eh')
show('norm g correlation', np.linalg.norm(q['gc']), 'Eh', 4)
show('Hellmann-Feynman, input density', fh_in, u); show('finite diff E_EXX', fdh[1], u)
show('RPA, relaxed density', fh_in + fh_c, u); show('RPA, finite diff', fdh[1] + fdh[2], u)
print('success')
```

Output:

```
hydrogen fluoride, cc-pVTZ: 44 AOs, 5 occupied, 195 pairs, 13280 grid points
R: 1.750 bohr
LDA HOMO-LUMO gap: 0.345505 Eh
E_LDA: -99.834074 Eh
E_EXX: -100.044243 Eh
E_c plasmon: -0.42624153 Eh
E_c quadrature: -0.42624153 Eh
E_RPA: -100.470485 Eh
norm g exchange: 1.1474 Eh
norm g correlation: 0.2510 Eh
Tr M_vv: 0.1491 electrons
probe slopes LDA, EXX, c: -3.6e-11 0.020010 -0.004248 (dimensionless)
-- force on H, fixed basis, LDA input (steps 0.002 bohr) --
nuclear repulsion part: 2.938776 Eh/bohr
electronic part, input D: -2.927035 Eh/bohr
Hellmann-Feynman, input density: 0.011740 Eh/bohr
finite diff E_LDA: 0.011740 Eh/bohr
M ov exchange: -0.055837 Eh/bohr
Z exchange: 0.013486 Eh/bohr
M oo+vv correlation: 0.020513 Eh/bohr
M ov correlation: 0.034280 Eh/bohr
Z correlation: -0.013226 Eh/bohr
exchange correction: -0.042351 Eh/bohr
correlation correction: 0.041567 Eh/bohr
finite diff E_EXX: -0.030611 Eh/bohr
finite diff E_c: 0.041567 Eh/bohr
RPA, relaxed density: 0.010956 Eh/bohr
RPA, finite diff: 0.010956 Eh/bohr
error of the belief: 0.000784 Eh/bohr
error of the belief: 0.0403 eV/Angstrom
-- force on H, moving basis (step 0.0005 bohr) --
Pulay LDA: -0.00574 Eh/bohr
Pulay RPA: -0.01687 Eh/bohr
total LDA: 0.00600 Eh/bohr
total RPA: -0.00591 Eh/bohr
LDA minus RPA: 0.01192 Eh/bohr
LDA minus RPA: 0.613 eV/Angstrom
curvature LDA: 0.602 Eh/bohr^2
curvature RPA: 0.592 Eh/bohr^2
cubic LDA: -2.29 Eh/bohr^3
cubic RPA: -2.31 Eh/bohr^3
R_e LDA: 1.760 bohr = 0.931 Angstrom (fit points +-0.03 bohr)
R_e RPA: 1.740 bohr = 0.921 Angstrom
-- dipole, LDA input (field steps 0.001 au) --
input density: 0.72416 e bohr
finite diff E_LDA: 0.72416 e bohr
exchange correction: 0.05771 e bohr
correlation correction: -0.08974 e bohr
RPA relaxed: 0.69214 e bohr
RPA finite diff: 0.69214 e bohr
input vs RPA: 1.841 D vs 1.759 D
-- force on H, fixed basis, Hartree-Fock input --
norm g exchange: 5e-11 Eh
norm g correlation: 0.1988 Eh
Hellmann-Feynman, input density: -0.027579 Eh/bohr
finite diff E_EXX: -0.027579 Eh/bohr
RPA, relaxed density: -0.005872 Eh/bohr
RPA, finite diff: -0.005872 Eh/bohr
success
```
